# Energy spectrum of atoms sputtered through a planar surface barrier

An argon beam that mills a copper film knocks copper atoms out of the surface, and some of them land on the sidewalls of the feature being cut. A simulation of this redeposition needs an energy and a direction for each emitted atom. These atoms are neither thermal nor as fast as the ions: most are late descendants of a violent first collision, and each has paid an energy toll at the surface. This appendix derives their spectrum, gives a sampling rule for it, and measures where the rule fails.

## Model and result

An ion of energy $E_{\rm ion}$ and mass $M_1$ strikes an atom of mass $M_2$. The struck atom, called the primary, starts a cascade among equal atoms. The assumptions are:

- Moving atoms hit only atoms at rest (a linear cascade), and no energy goes to electrons or to breaking bonds inside the solid.
- Scattering is elastic and isotropic in the centre-of-mass frame, with a mean free path $\lambda$ independent of energy.
- Primaries are spread uniformly in depth, and the surface is treated as a plane drawn inside an infinite medium.
- Each primary is struck by an ion that still has its full energy and original direction. The slowing and turning of the ion are left out.
- Crossing the plane costs an energy $U$, taken from the motion normal to it. The tangential momentum is unchanged.

Let $E$ and $\theta$ be the energy and the angle from the outward normal outside, and $E_i=E+U$ and $\theta_i$ the same quantities inside. The largest energy the ion can transfer is

$$T_m=\gamma E_{\rm ion},\qquad \gamma=\frac{4M_1M_2}{(M_1+M_2)^2}.$$

For $E+U\ll T_m$, the number of atoms emitted per unit area, energy and solid angle obeys

$$J(E,\theta)\propto\frac{E\cos\theta}{(E+U)^3},$$

and its most probable energy is $U/2$. High ion energy alone does not produce the exponent 3. The mean energy transfer in an equal-mass collision is $E_i/2$, so the energy loss per unit path is $E_i/(2\lambda)$. The exponent rests on this loss being proportional to energy, that is, on constant $\lambda$.

## One collision

In the centre-of-mass frame the target atom is turned through an angle $\chi$, and the energy transferred is

$$T=T_m\sin^2(\chi/2)=\tfrac12T_m(1-\cos\chi).$$

Isotropic scattering makes $\cos\chi$ uniform on $(-1,1)$, so $T$ is uniform on $(0,T_m)$.

Let the centre of mass move with velocity $V$. The target atom initially has velocity $-V$ in that frame and keeps its speed there. If it recoils at angle $\psi$ to the ion's direction, its laboratory speed is $2V\cos\psi$. Hence $T=T_m\cos^2\psi$, and

$$\cos\psi=\sqrt{T/T_m}.$$

Between equal atoms $\gamma=1$, so an atom of energy $E'$ transfers an energy uniform on $(0,E')$. Momentum conservation gives $\mathbf p'=\mathbf p_1+\mathbf p_2$, while energy conservation gives $p'^2=p_1^2+p_2^2$. Therefore $\mathbf p_1\cdot\mathbf p_2=0$: the two atoms leave at right angles. The one with energy $E$ makes an angle with the parent whose cosine is $p_1/p'=\sqrt{E/E'}$.

## Counting the moving atoms

Let $C(E)\,dE$ be the number of free paths begun with energy in $dE$ over the whole life of a cascade. An atom is counted again each time it leaves a collision. Each moving atom eventually collides. A collision at energy $E'$ yields two atoms, each with energy density $1/E'$ on $(0,E')$. For a primary of energy $E_0$,

$$C(E)=\delta(E-E_0)+\int_E^{E_0}\frac{2}{E'}C(E')\,dE'.$$

The delta function is the primary itself. Below $E_0$ write $C=c$; inserting the delta function in the integral gives

$$c(E)=\frac{2}{E_0}+\int_E^{E_0}\frac{2}{E'}c(E')\,dE'.$$

Differentiation gives $c'=-2c/E$, so $c=K/E^2$. At $E=E_0$ the integral vanishes and $c(E_0)=2/E_0$, which fixes $K=2E_0$:

$$C(E)=\delta(E-E_0)+\frac{2E_0}{E^2}.$$

The ion produces primaries uniform on $(0,T_m)$. Averaging, with the delta function contributing $1/T_m$,

$$C(E)=\frac1{T_m}+\int_E^{T_m}\frac{dE_0}{T_m}\frac{2E_0}{E^2}
=\frac1{T_m}+\frac{T_m^2-E^2}{T_mE^2}=\frac{T_m}{E^2},\qquad E<T_m.$$

The free path does not enter this count. It enters when atoms are followed to the surface.

## How fast the beam direction is forgotten

Let $C_1(E)$ be the same count with each atom weighted by the cosine of its direction with that of the primary. Averaged over azimuth, a collision multiplies the parent's cosine by $\sqrt{E/E'}$, so

$$C_1(E)=\delta(E-E_0)+\int_E^{E_0}\frac2{E'}\sqrt{\frac{E}{E'}}\,C_1(E')\,dE'.$$

Write the part below $E_0$ as $\sqrt E\,g(E)$ and divide by $\sqrt E$:

$$g(E)=\frac{2}{E_0^{3/2}}+\int_E^{E_0}\frac2{E'}g(E')\,dE'.$$

Again $g'=-2g/E$. The value at $E_0$ gives $g=2\sqrt{E_0}/E^2$, and the smooth part of $C_1$ is $2\sqrt{E_0}/E^{3/2}$.

To refer cosines to the ion beam, multiply by the primary's own cosine $\sqrt{E_0/T_m}$ and average:

$$C_1(E)=\frac1{T_m}\sqrt{\frac E{T_m}}+\int_E^{T_m}\frac{dE_0}{T_m}\sqrt{\frac{E_0}{T_m}}\,\frac{2\sqrt{E_0}}{E^{3/2}}.$$

The integral equals $(T_m^2-E^2)/(T_mE)^{3/2}$. Its negative part cancels the first term, leaving

$$C_1(E)=\frac{\sqrt{T_m}}{E^{3/2}},\qquad \frac{C_1}{C}=\sqrt{\frac{E}{T_m}}.$$

The ratio is the mean cosine with the beam. It vanishes for $E\ll T_m$, which is how high ion energy justifies an isotropic flux. The square root makes the approach slow.

## From the cascade to the outside

Let $q$ be the number of primaries per unit volume. With isotropic directions, $qC(E_i)/(4\pi)$ atoms set out per unit volume, energy and solid angle. An atom starting at depth $z$ with outward cosine $\mu=\cos\theta_i$ reaches the plane if its free path exceeds $z/\mu$, which has probability $e^{-z/(\mu\lambda)}$. Integration over depth gives $\mu\lambda$, so the flux arriving at the plane is

$$J_i(E_i,\theta_i)=\frac{q\lambda}{4\pi}\,\frac{T_m}{E_i^2}\cos\theta_i.$$

The barrier removes normal energy only:

$$E\cos^2\theta=E_i\cos^2\theta_i-U,\qquad E\sin^2\theta=E_i\sin^2\theta_i.$$

Their sum is $E=E_i-U$, so $dE=dE_i$ whatever the angle. At fixed energy, with azimuth $\varphi$ unchanged,

$$\cos\theta_i\,d\Omega_i=\tfrac12d(\sin^2\theta_i)\,d\varphi
=\frac{E}{E_i}\,\tfrac12d(\sin^2\theta)\,d\varphi=\frac{E}{E+U}\cos\theta\,d\Omega.$$

Atoms are conserved in crossing, $J\,dE\,d\Omega=J_i\,dE_i\,d\Omega_i$. Therefore

$$J(E,\theta)=\frac{q\lambda T_m}{4\pi}\,\frac{E\cos\theta}{(E+U)^3},\qquad 0<E<T_m-U.$$

Two powers of $E+U$ come from the cascade. The third, and the factor $E$, come from the escape cone: an atom leaves only if $\cos^2\theta_i>U/E_i$, and this cone closes as $E\to0$. Thus the spectrum rises as $E$ for $E\ll U$ and falls as $E^{-2}$ for $U\ll E\ll T_m$. If the toll $U$ were charged regardless of direction and without refraction, the factor $E/(E+U)$ would be absent. The spectrum would then be $(E+U)^{-2}$, which has no maximum at positive energy. The peak is a product of the planar barrier.

## Peak, fractions and sampling

The derivative

$$\frac{d}{dE}\frac{E}{(E+U)^3}=\frac{(E+U)-3E}{(E+U)^4}=\frac{U-2E}{(E+U)^4}$$

changes from positive to negative at $E=U/2$. The position of a maximum depends on the variable. For a spectrum $E^p/(E+U)^3$ with $0<p<3$, the condition $p(E+U)=3E$ gives $E=pU/(3-p)$.

- Flux per unit energy has $p=1$ and peaks at $U/2$.
- Flux per unit speed acquires $dE/dv\propto\sqrt E$, has $p=3/2$, and peaks at energy $U$.
- Number density per unit energy just outside the surface is flux divided by normal velocity, has $p=1/2$, and peaks at $U/5$.

A measured or simulated histogram must be compared in the matching variable.

For the cumulative distribution, note that

$$\frac{d}{dx}\left(\frac{x}{x+U}\right)^2=\frac{2Ux}{(x+U)^3}.$$

The fraction of the flux with energy below $x$ is therefore

$$F(x)=\frac{[x/(x+U)]^2}{(1-U/T_m)^2}.$$

Setting $F$ equal to a random number $u_1$, uniform on $(0,1)$, gives the sampling rule

$$s=\sqrt{u_1}\left(1-\frac U{T_m}\right),\qquad E=\frac{Us}{1-s}.$$

In this isotropic law the angle is independent of energy. Its density $2\sin\theta\cos\theta\,d\theta=d(\sin^2\theta)$ is sampled by $\sin^2\theta=u_2$, with uniform azimuth.

Without the cutoff, the median follows from $x/(x+U)=1/\sqrt2$, or $x=(1+\sqrt2)U$. The mean has no such limit. With $y=E+U$ and $r=T_m/U$,

$$\int_U^{T_m}\frac{(y-U)^2}{y^3}dy=\ln r-\frac32+\frac2r-\frac1{2r^2},$$

and division by the normalization $(1-1/r)^2/(2U)$ gives

$$\langle E\rangle=\frac{2U}{(1-1/r)^2}\left[\ln r-\frac32+\frac2r-\frac1{2r^2}\right].$$

In this formula the mean grows logarithmically with ion energy while the peak stays put. The mean is governed by the tail, where the assumptions are weakest.

## Argon on copper at 1000 eV

Take $M_1=40.0$ u, $M_2=63.5$ u and a rough barrier $U=3.5$ eV. Then $\gamma=0.948$ and $T_m=948$ eV. The formula gives a peak at $3.5/2=1.75$ eV, where a copper atom moves at 2.31 km/s, and, without the cutoff, a median of $2.414\times3.5=8.45$ eV. With $r=271$ the mean is 29.0 eV; ten times the transfer energy would raise it to 44.9 eV. The peak, median and mean differ so much that none of them can stand in for the spectrum.

The cascade laws were tested by following individual collisions, using only the two-body kinematics. Between 4 and 40 eV, a primary of 948 eV should give

$$2T_m\left(\tfrac14-\tfrac1{40}\right)=426.8$$

free paths; the simulation gave 426.7. For ion-produced primaries the numbers are 213.4 and 213.6. The sum of their cosines with the beam should be $2\sqrt{T_m}(4^{-1/2}-40^{-1/2})=21.06$, and came out as 21.07.

Next, cascades with isotropic primaries were sent through the barrier atom by atom. Define the escape number $N$ as emitted atoms per unit area divided by $q\lambda$. Integrating $J$ over the hemisphere, where $\int\cos\theta\,d\Omega=\pi$, and over energy gives

$$N=\frac{T_m}{8U}\left(1-\frac U{T_m}\right)^2=33.6,$$

against 33.4 simulated. The fraction below $U$ was 0.2526, where the formula gives 0.2519. The fraction emitted within $45^\circ$ of the normal was 0.499, where the cosine law gives one half. A smooth fit to the simulated spectrum peaked at 1.72 eV, 0.03 eV below the formula.

## Correction for the beam direction

For a beam along the inward normal, the mean outward cosine is $-\sqrt{E_i/T_m}$. To first order in this anisotropy, the density of $\mu$ on $(-1,1)$ is

$$\frac12\left(1-3\mu\sqrt{\frac{E_i}{T_m}}\right).$$

The factor 3 makes its mean correct, because $\int_{-1}^{1}\mu^2d\mu=2/3$. Multiplying by the crossing factor $\mu$ and integrating over the escape cone, from $\mu_c=\sqrt{U/E_i}$ to 1, gives

$$J(E)=\frac{q\lambda T_m}{2E_i^2}\left[\frac{1-\mu_c^2}{2}-\sqrt{\frac{E_i}{T_m}}\,(1-\mu_c^3)\right].$$

The first term is the isotropic result, since $1-\mu_c^2=E/(E+U)$. Relative to it, the flux is reduced by

$$\Delta=2\sqrt{\frac{E_i}{T_m}}\,\frac{1-\mu_c^3}{1-\mu_c^2}.$$

At the peak, $E_i=5.25$ eV and $\mu_c^2=2/3$, so $\Delta=2\times0.0744\times1.367=0.203$. One fifth of the flux is lost even there. The peak moves much less, because the loss varies slowly with energy: it lies at 1.69 eV for 1 keV ions, 1.73 eV for 10 keV and 1.745 eV for 100 keV, with $U$ and $\lambda$ held fixed. A simulation with the directed beam gave an escape number of 11.77 below $2U$, against 11.76 from this formula.

This correction limits the simple law even in the infinite medium. A real surface, treated below, changes the spectrum again. For $U\ll E_i$, $\Delta$ approaches $2\sqrt{E_i/T_m}$, which is already 20% at $E_i=T_m/100$. In the example that energy is only 9.5 eV, not large against $U$, and the full expression gives $\Delta=0.2\times1.23=0.25$. The first-order density becomes negative at $\mu=1$ when $E_i>T_m/9$, here about 105 eV, and must not be used beyond that. For a beam tilted by $\alpha$ from the normal, the first-order term in the flux integrated over angles is multiplied by $\cos\alpha$, because azimuthal integration keeps only the normal component of the anisotropy.

## Correction for a softer repulsion

Real atoms do not have a fixed collision radius. Suppose that $\lambda\propto E_i^{2m}$ near the energies of interest, with scattering still isotropic. The count $C$ is unchanged, but the interior flux becomes proportional to $E_i^{2m-2}$, and

$$J(E)\propto\frac{E}{(E+U)^{3-2m}},\qquad E_{\rm peak}=\frac{U}{2-2m}\qquad(m<1).$$

The peak follows from $E+U=(3-2m)E$.

To estimate $m$, take a repulsion $A e^{-r/a}$ and let the collision radius be the distance of closest approach in a head-on collision. Half the laboratory energy is then potential energy: $Ae^{-r/a}=E_i/2$, or $r=a\ln(2A/E_i)$. Since $\lambda\propto r^{-2}$,

$$2m=\frac{d\ln\lambda}{d\ln E_i}=\frac{2}{\ln(2A/E_i)}.$$

The range $a$ drops out. With a rough $A=20$ keV and $E_i=5.25$ eV, $m=1/\ln(7619)=0.112$. The peak rises to $3.5/1.776=1.97$ eV, 13% above $U/2$. Maximizing the spectrum with the full logarithm also gives 1.97 eV.

The range $a$ does matter for the free path itself. With a rough $a=0.02$ nm, the collision radius at 5.25 eV is $r=0.179$ nm. Copper has about $n=85$ atoms per nm³, so $\lambda=1/(n\pi r^2)$ is about 0.12 nm, less than half the 0.256 nm between neighbouring atoms. A slow atom in copper therefore interacts with several neighbours at once, and separate two-body collisions are an idealization at these energies.

## What a real surface changes

The infinite medium also has primaries on the far side of the plane. A beam along the inward normal drives their cascades into the solid, and some of the atoms set moving there cross the plane outward. A real target has vacuum on the far side, so this source is missing. To measure the difference, cascades were followed in a half-space. Atoms reaching the surface with normal energy above $U$ left for good; the others were reflected. The beam came along the inward normal, with one primary per ion, placed uniformly within 12 mean free paths of the surface. The deepest quarter of this layer supplied 1.3% of the emitted atoms, so the layer is deep enough for the comparison below.

The fitted peak fell to $1.53\pm0.03$ eV, roughly 10% below $U/2$. The error is statistical only; the same kind of fit read 0.03 eV low in the isotropic test. The median fell from 8.34 eV (the formula with its cutoff) to 5.7 eV, the mean from 29.0 to 10.9 eV, and the escape number from 33.6 to 11.1, one third of the isotropic value. These changes combine the vacuum boundary with the memory of the beam. The beam correction alone puts the peak at 1.69 eV, so it does not account for the whole shift. The test also assumes that every primary is struck by an ion of full energy and original direction. A real ion slows and turns as it collides, so neither the size nor the sign of this peak shift should be carried over to a real target.

Within this collision model, the formula is therefore a fair guide to the peak and a poor one to the tail and the total yield. The cosine law was tested only for isotropic cascades in the infinite medium. The beam factor $1-3\mu\sqrt{E_i/T_m}$ suppresses emission near the normal, more strongly for fast atoms, so with a directed beam the angle is no longer independent of energy. The angular distribution at a real surface is not given here and should not be assumed to be a cosine. An implementation that needs the mean energy or the deposited power should follow both the ion and the atoms in a half-space, with an energy-dependent free path, or at least use a tail fitted to such a calculation. Lowering $U$ to match the mean would misplace the peak.

## Use in ion milling

The example lies at the upper end of rough broad-beam milling energies, which run from a few hundred eV to about 1 keV. At 250 eV, with all else fixed, $\Delta$ doubles to about 41% at $E=U/2$. This is the loss in the infinite medium and leaves out the effect of a real surface. For copper at 1 keV, with a constant free path and ions that neither slow nor turn, replacing the infinite medium and isotropic flux by a half-space and a directed beam lowers the peak by roughly 10% and the mean by more than 60%. Softer repulsion raises the peak by a similar amount. It also strengthens the high-energy tail, because $\lambda$ then grows with energy; its effect on the mean was not computed. The two corrections were not computed together, so their cancellation should not be assumed. The slowing and turning of the ion, crystal structure, roughness, bulk binding, electronic losses and simultaneous interaction with several neighbours are outside all these estimates.

Two other effects are small near the surface. The thermal energy at 300 K is 0.026 eV, 1.5% of the peak energy, so treating target atoms as initially at rest is reasonable. At a rough pressure of 0.2 mTorr and a rough gas cross-section $\sigma_g=0.5$ nm², the mean free path in the gas is $k_BT/(p\sigma_g)=0.31$ m. Gas scattering is negligible across a micrometre-sized feature, but over a chamber some tens of centimetres wide it alters the spectrum that arrives at a wall or detector. The numerical output below gives the remaining digits.

## Computed values

```
Barrier U (rough, copper): 3.50 eV
Ion energy: 1000 eV
Masses, ion and atom: 40.0, 63.5 u
Transfer factor gamma: 0.9484
Largest transfer Tm: 948.4 eV
Energy window for counts: 4 to 40 eV
Atoms per fixed-energy cascade, simulated: 426.7
Atoms per fixed-energy cascade, formula: 426.8
Atoms per ion cascade, simulated: 213.6
Atoms per ion cascade, formula: 213.4
Summed beam cosine, simulated: 21.07
Summed beam cosine, formula: 21.06
Isotropic escape number, simulated: 33.43
Isotropic escape number, formula: 33.62
Fraction below 1.75 eV, sim / formula: 0.1123 / 0.1119
Fraction below 3.50 eV, sim / formula: 0.2526 / 0.2519
Fraction below 17.50 eV, sim / formula: 0.7002 / 0.6996
Flux fraction within 45 degrees, simulated: 0.4991
Peak energy, simulated isotropic: 1.72 eV
Peak energy, formula maximized: 1.750 eV
Speed at peak energy: 2.31 km/s
Median energy, no cutoff: 8.45 eV
Mean energy with cutoff: 28.98 eV
Mean energy, ten times Tm: 44.87 eV
Peak of density per energy: 0.700 eV
Energy at peak of flux per speed: 3.500 eV
Repulsion strength A (rough): 20 keV
Softness exponent m: 0.112
Peak with soft repulsion, direct: 1.972 eV
Peak with soft repulsion, U/(2-2m): 1.970 eV
Beam escape below 2U, simulated: 11.767
Beam escape below 2U, formula: 11.755
Flux loss at U/2 from beam memory: 20.3 %
Peak with beam memory, 1 keV ion: 1.688 eV
Peak with beam memory, 10 keV ion: 1.733 eV
Peak with beam memory, 100 keV ion: 1.745 eV
Half-space layer: 12 mean free paths
Half-space share from deepest quarter: 1.29 %
Half-space peak: 1.53 eV
Half-space peak, standard error: 0.03 eV
Half-space median: 5.67 eV
Half-space mean: 10.88 eV
Half-space escape number: 11.13
Half-space / isotropic number: 0.331
Thermal energy at 300 K: 0.0259 eV
Gas pressure (rough): 0.2 mTorr
Gas cross-section (rough): 0.5 nm2
Gas mean free path: 0.31 m
```
